# Special displaced supercells for thermal band gaps: mode signs and cell size

## Definitions and conventions

The crystal is cubic with edge $a$, a cation A at each lattice point $\mathbf R$ and an anion B at $\mathbf R+\boldsymbol\tau$, $\boldsymbol\tau=\tfrac a2(1,1,1)$. A periodic supercell has $N\times N\times N$ cells, $N_p=N^3$, and $N$ is odd. Its wavevectors are $\mathbf q=2\pi\mathbf m/(Na)$ with integer components $|m_i|\le(N-1)/2$, so that only $\mathbf q=0$ is its own partner under $\mathbf q\to-\mathbf q$.

The target is the adiabatic average $\langle E_g(u)\rangle_T$: the gap of each frozen nuclear configuration $u$, averaged over the thermal distribution of harmonic nuclei. Lattice constants are fixed.

Each atom carries one orbital. Cations form the conduction band $c$, anions the valence band $v$, without mixing:
$$H_b=\sum_i\varepsilon_i|i\rangle\langle i|+s_b\sum_{\langle ij\rangle}t_{ij}\big(|i\rangle\langle j|+|j\rangle\langle i|\big),\quad s_c=-1,\; s_v=+1 .$$
Here $t_{ij}=t_be^{-\beta(r_{ij}-a)}$ joins like neighbours, and $\varepsilon_i=\varepsilon_b+w_b\sum_j[e^{-\gamma(r_{ij}-d)}-1]$ sums over the eight unlike neighbours at equilibrium distance $d=\sqrt3a/2$. With $\varepsilon_c=E_g^0+6t_c$ and $\varepsilon_v=-6t_v$, the uniform states lie at $E_g^0$ and $0$; they are the non-degenerate band edges.

Springs $k_{AB}$ and $k_{like}$ act along the same bonds. Displacements are written
$$\mathbf u_\kappa(\mathbf r)=N_p^{-1/2}\sum_{\mathbf q}\mathbf y_{\mathbf q\kappa}e^{i\mathbf q\cdot\mathbf r},\qquad y_{\mathbf q}=M^{-1/2}\sum_\nu e_{\mathbf q\nu}z_{\mathbf q\nu},$$
where $\mathbf r$ is the equilibrium position of the atom, $y$ has six components and $M$ is the diagonal mass matrix. The three uniform translations are removed.

## Bond sums, phonons and thermal amplitudes

A bond $\mathbf d$ from A to B has relative displacement $\boldsymbol\delta$, whose Fourier amplitude is $\mathbf y_Be^{i\mathbf q\cdot\mathbf d}-\mathbf y_A$. For a symmetric matrix $K$, Parseval's relation gives
$$\sum_{\mathbf R}\boldsymbol\delta^TK\boldsymbol\delta=\sum_{\mathbf q}\big[y_A^\dagger Ky_A+y_B^\dagger Ky_B-2\,\mathrm{Re}(y_A^\dagger Ky_Be^{i\mathbf q\cdot\mathbf d})\big].$$
Bonds come in pairs $\pm\mathbf d$ with equal $K$, so the phase factors add to cosines. The result is $\sum_{\mathbf q}y^\dagger F(\mathbf q)y$ with a real matrix $F$: every unlike bond adds $K$ to both diagonal blocks and $-\cos(\mathbf q\cdot\mathbf d)K$ to both off-diagonal blocks, and every like bond adds $2[1-\cos(\mathbf q\cdot\mathbf d)]K$ to its own block.

With $K=k\,\mathbf n\mathbf n^T$, $\mathbf n=\mathbf d/|\mathbf d|$, the elastic energy is $\tfrac12\sum_{\mathbf q}y^\dagger\Phi y$. The matrix $M^{-1/2}\Phi M^{-1/2}$ is real and even in $\mathbf q$. Its eigenvalues are $\omega_\nu^2$, and its eigenvectors can be chosen real and equal at $\pm\mathbf q$.

For one mode, $\tfrac12\omega^2\langle x^2\rangle$ is half the thermal energy $\tfrac12\hbar\omega\coth(\hbar\omega/2kT)$. Hence
$$\langle z^*_{\mathbf q\nu}z_{\mathbf q\mu}\rangle=\delta_{\nu\mu}\sigma^2_{\mathbf q\nu},\qquad \sigma^2=\frac{\hbar}{2\omega}\coth\frac{\hbar\omega}{2kT}.$$
The distribution is Gaussian: a Gaussian kernel in $(x,x')$ stays Gaussian under $\partial_\tau\rho=-H\rho$ with quadratic $H$, and the initial delta function is the limit of such kernels.

## The gap to second order

Expanding a bond length gives $r-d=\mathbf n\cdot\boldsymbol\delta+[\delta^2-(\mathbf n\cdot\boldsymbol\delta)^2]/2d$, so
$$e^{-\gamma(r-d)}-1=-\gamma\,\mathbf n\cdot\boldsymbol\delta+\tfrac12\boldsymbol\delta^TB_\gamma\boldsymbol\delta,\quad B_\gamma=\gamma^2\mathbf n\mathbf n^T-\frac\gamma d(1-\mathbf n\mathbf n^T).$$
The same holds for hopping with $\beta$ and $a$. Let $|0\rangle$ be the uniform state and $|\mathbf q\rangle$ the Bloch states of the same band. The first-order shift $\langle0|H_1|0\rangle$ vanishes: the eight vectors $\mathbf n$ sum to zero, and differences between like atoms sum to zero around the periodic cell. The second-order shift is
$$\Delta E_b=\langle0|H_2|0\rangle+\sum_{\mathbf q\ne0}\frac{|\langle\mathbf q|H_1|0\rangle|^2}{E_0-E_{\mathbf q}} .$$

The first (Debye–Waller) term is a bond sum. On-site terms contribute $\tfrac12w_bB_\gamma$ per unlike bond. Each hopping bond occurs in two matrix elements and contributes $s_bt_bB_\beta=\tfrac12(2s_bt_bB_\beta)$. Call the resulting matrix $\tfrac12F_b$.

For the second (Fan) term in the conduction band,
$$\langle\mathbf q|H_1|0\rangle=N_p^{-1/2}\Big[-w_c\gamma\sum_{8}\mathbf n\cdot(\mathbf y_Be^{i\mathbf q\cdot\mathbf d}-\mathbf y_A)-s_ct_c\beta\sum_6\mathbf n\cdot\mathbf y_A(e^{i\mathbf q\cdot\mathbf d}-1)\Big].$$
In the sums over $\pm\mathbf n$ only sines survive. With
$$\boldsymbol\ell=\sum_8\mathbf n\sin(\mathbf q\cdot\mathbf d),\qquad \mathbf X=2(\sin q_xa,\sin q_ya,\sin q_za),$$
the bracket is $i\,g_c\cdot y$, where $g_c\cdot y=-w_c\gamma\,\boldsymbol\ell\cdot\mathbf y_B-s_ct_c\beta\,\mathbf X\cdot\mathbf y_A$. The valence band follows by exchanging A and B and using its own parameters. The denominator is $E_0-E_{\mathbf q}=s_bD_b$, with $D_b=t_b(6-2\sum_i\cos q_ia)$. Since $1/s_b=s_b$,
$$\Delta E_g=\frac1{N_p}\sum_{\mathbf q}y^\dagger\Lambda y,\qquad \Lambda=\Lambda_c-\Lambda_v,\quad \Lambda_b=\tfrac12F_b+s_b\frac{g_bg_b^T}{D_b},$$
without the Fan term at $\mathbf q=0$. That term lowers the conduction edge and raises the valence edge, so it narrows the gap in this model.

## Special displacements and their error

Let $\Lambda_{\nu\mu}=e_\nu^TM^{-1/2}\Lambda M^{-1/2}e_\mu$. The thermal covariance is diagonal in the branches, so
$$\langle\Delta E_g\rangle=\frac1{N_p}\sum_{\mathbf q\nu}\sigma_\nu^2\Lambda_{\nu\nu}.$$
The special cell sets $z_{\mathbf q\nu}=S_{\mathbf q\nu}\sigma_{\mathbf q\nu}$ with $S=\pm1$ and $S_{-\mathbf q}=S_{\mathbf q}$. Because $S^2=1$, the diagonal terms agree with the thermal ones, and the difference is
$$\epsilon=\frac2{N_p}\sum_{\mathbf q}^{\rm half}X_{\mathbf q},\qquad X_{\mathbf q}=\sum_{\nu\ne\mu}S_\nu S_\mu\sigma_\nu\sigma_\mu\Lambda_{\nu\mu}.$$
The factor 2 counts $-\mathbf q$. At $\mathbf q=0$ the cross terms vanish: the optical modes have orthogonal polarizations, and the cubic sum over eight bonds makes the kernel isotropic.

Averaged over all sign patterns, $S_\nu S_\mu$ vanishes for $\nu\ne\mu$. Three choices can therefore be compared at equal amplitudes.

- **Independent random signs.** Variances add: $\epsilon_{\rm rms}=(2/N_p)\big[\sum^{\rm half}\overline{X_{\mathbf q}^2}\big]^{1/2}$. If $\overline{X^2}$ is bounded, this falls as $N_p^{-1/2}=N^{-3/2}$. Acoustic cross terms can grow as $q^{-2}$ at finite temperature, since $\sigma^2\propto q^{-2}$ while the Fan kernel stays finite. Then $\sum q^{-4}\propto N^4$, and the fall slows to $1/N$ in the limit of very large cells. In the example below this slowing is not yet seen: from $N=7$ to 15 the random-sign error falls roughly as $N^{-1.4}$, and from $N=121$ to 181 still as $N^{-1.44}$, so the $1/N$ regime lies far beyond practical cells here.
- **Aligned signs.** Taking the lowest $X_{\mathbf q}$ at every $\mathbf q$ gives a negative number wherever cross terms exist, because the pattern average is zero. The sum tends to a non-zero integral, so cell size alone does not cure bad signs.
- **Selected signs.** The sum is made small by balancing different wavevectors.

**Odd orders.** Inversion about a cation maps the field $u(\mathbf r)$ to $-u(-\mathbf r)$. Real amplitudes that are equal at $\pm\mathbf q$ make $u(-\mathbf r)=u(\mathbf r)$. Hence $E_g(u)=E_g(-u)$, and all odd orders vanish. A crystal without this symmetry needs the mean of the gaps at $u$ and $-u$, which removes odd orders at twice the cost.

**Common sign.** Multiplying all branches at one $\mathbf q$ by $\eta_{\mathbf q}=\pm1$ leaves $X_{\mathbf q}$ unchanged. Without random $\eta_{\mathbf q}$ the waves can add coherently at the origin, with displacement of order $N_p^{1/2}$. With them, the variance over $\eta$ is $(4/N_p)\sum^{\rm half}y^2\cos^2(\mathbf q\cdot\mathbf r)$, apart from $\mathbf q=0$. It is twice the site average at the inversion centres, which for odd $N$ hold one cation and one anion per supercell.

## Choosing the signs

Every quantity in $\epsilon$ belongs to a finite list of quadratic forms in $y$:

1. the tensor of squared relative displacements for three like-bond directions on each sublattice and four unlike-bond pairs, $(3\times2+4)\times6=60$ components;
2. for each band edge, the three products of $\boldsymbol\ell\cdot\mathbf y_{\rm neighbour}$ and $\mathbf X\cdot\mathbf y_{\rm own}$, divided by $6-2\sum_i\cos q_ia$, which is 6 components.

The Debye–Waller part of $\epsilon$ is a linear combination of the first group, and the Fan part of the second. If the deviations of all 66 sums from their thermal values vanish, then $\epsilon=0$ for any $t,w,\beta,\gamma$ in this model. The selection therefore needs phonons, geometry and the form of the edge dispersion, but no coupling strengths. This closure is special to the model; a full band structure has further couplings and bands, whose quadratic forms are not all in the list, and the list then controls only part of the error.

For each $\mathbf q$, let $v_{\mathbf q,p}$ be the vector of deviations for sign pattern $p$, each component divided by the sum over $\mathbf q$ of the rms over patterns of the quadratic form itself, taken before its mean is subtracted. Fixing the first sign leaves $2^5=32$ patterns.

```
for each q in the half grid:
    diagonalize the 6x6 dynamical matrix; form sigma
    for p in 32 patterns: y[q,p] = M^(-1/2) e (S_p sigma)
    compute the 66 quadratic forms; subtract their mean over p
scale the components to obtain v[q,p]
repeat for several random starts:
    choose random p(q);  V = sum_q v[q,p(q)]
    repeat for several sweeps, in random order of q:
        R = V - v[q,p(q)]
        p(q) = argmin_p ( |v[q,p]|^2 + 2 R.v[q,p] )
        V = R + v[q,p(q)]
keep the start with smallest |V|
multiply each y[q] by a random common sign; set y[-q] = y[q]
add the optical modes at q = 0
multiply anion amplitudes by exp(i q.tau); Fourier transform
compute the gap of the displaced supercell
```

The minimized expression is $|R+v|^2$ without the constant $|R|^2$. The old pattern is among the candidates, so $|V|$ cannot rise. Continued until no pattern changes, the search would end in a local minimum, not necessarily the global one; a fixed number of sweeps may stop earlier. Several starts are therefore used.

**Cost.** One sweep takes about $32\times66\,N_p/2$ multiplications. At $N=15$ there are 1687 pairs, and the table holds $32\times66\times1687\approx3.6$ million numbers, or 29 MB in double precision. With $n$ branches the number of patterns is $2^{n-1}$; beyond roughly a dozen branches one would flip single signs instead, a variant not tried here. The Fourier transform costs $N_p\log N_p$. Each sparse matrix–vector product for the edge states costs $O(N_p)$, whereas dense diagonalization costs $O(N_p^3)$.

## Worked example

The parameters are $a=0.33$ nm, masses 120 and 32 u, $k_{AB}=400$ and $k_{like}=200$ eV/nm², $t_c=1.3$ and $t_v=0.3$ eV, $w_c=3$ and $w_v=-2$ eV, $\gamma=5$ and $\beta=6$ nm⁻¹, $E_g^0=3.6$ eV, $T=300$ K. The edge masses $\hbar^2/(2t_ba^2)$ are 0.27 and 1.17 $m_e$.

The kernel was tested against diagonalization with unexpanded bond lengths. For $N=5$, displacements scaled by 0.05 gave, after division of the gap shift by $0.05^2$, −36.762 meV; the formula gives −36.762 meV.

Shifts and errors in meV (special: rms over six starts; random: exact rms):

| $N$ | thermal | full gap | special | random | aligned |
|---|---|---|---|---|---|
| 3 | −33.80 | −33.14 | 0.63 | 3.92 | −18.1 |
| 5 | −36.81 | −36.79 | 0.32 | 2.38 | −28.5 |
| 7 | −37.70 | −37.93 | 0.23 | 1.58 | −32.9 |
| 9 | −38.14 | −38.45 | 0.10 | 1.11 | −34.9 |
| 11 | −38.41 | −38.57 | 0.07 | 0.84 | −37.0 |
| 15 | −38.72 | −38.93 | 0.01 | 0.54 | −39.2 |

"Thermal" is the second-order average on the same grid; "full gap" is the shift from diagonalizing one selected cell. From $N=3$ to 15 the selected-sign error falls by a factor of about 60, the random-sign error by about 7. Each "special" entry comes from one set of six starts and is uncertain by a factor of two to three: repeated selections gave 1.2 to 1.6 meV at $N=3$ and 0.02 to 0.03 meV at $N=15$, with a similar overall fall. The aligned error grows in magnitude. Diagonalizing the aligned cell at $N=15$ gives −78.8 meV, twice the thermal shift, although its mode amplitudes are the same.

At $N=15$ the full gap lies 0.21 meV below the second-order average. The rms of 0.0103 meV over six starts bounds each single sign error by $\sqrt6\times0.0103=0.025$ meV, so most of the difference is of higher order. Gaussian sampling at $N=7$, with 60 pairs $\pm u$ and the second-order energy as control variate, gives $-37.87\pm0.01$ meV, of which −0.17 meV is beyond second order. The selected cell gives −37.93 meV, but this closeness is partly chance: eight cells with other selections and common signs gave −37.6 to −38.2 meV at $N=7$ and −38.9 to −39.2 meV at $N=15$. The part beyond second order changes with the common signs $\eta_{\mathbf q}$; at $N=15$ it ranged from −0.15 to −0.47 meV, a scatter well above the selected-sign error. Agreement at higher orders is not guaranteed: $|z|^4$ equals $\sigma^4$ here but averages $2\sigma^4$ for a complex Gaussian amplitude.

## Grid error and temperature limits

Sign cancellation does not remove the error of the finite grid. At finite temperature the acoustic summand behaves as $q^{-2}$ near the origin. Omitting a volume of order $N^{-3}$ there changes the average by $N^{-3}\times N^2=1/N$. Writing $s_N=s_\infty+C/N$ and eliminating $C$ gives
$$s_\infty=\frac{45s_{45}-31s_{31}}{14}=\frac{45(-39.273)-31(-39.150)}{14}=-39.545\ \text{meV}.$$
The law then predicts −38.73 meV at $N=15$, against −38.72 meV computed. The grid error there is 0.82 meV, far above the selected-sign error. The extrapolated second-order gap is $3.6-0.0395=3.560$ eV.

As $T\to0$, $\coth\to1$ and zero-point motion remains; at $N=31$ it gives −17.1 meV. The 300 K shift relative to 0 K is thus $-39.2+17.1=-22.1$ meV on this grid; the 0 K value is converged to the digits shown, so with the extrapolated 300 K value the difference is −22.4 meV. At high temperature $\sigma^2\to kT/\omega^2$, and the second-order shift becomes linear in $T$; at 400 K it is −50.4 meV at $N=31$ (−50.9 meV after extrapolation in $1/N$), still about 5% larger in magnitude than the classical value −47.9 meV on the same grid.

In one dimension the same $q^{-2}$ summand makes the second-order average grow as $N$, and in two as $\log N$, unless the coupling to long waves vanishes.

## Stability and failure modes

**Very large cells.** At finite temperature $g\cdot y$ tends to a constant for long acoustic waves, so the matrix element to the nearest Bloch state scales as $N^{-3/2}$, while the level spacing scales as $N^{-2}$. Their ratio grows as $N^{1/2}$, and perturbation theory for a single lowest level eventually fails. Rare local fluctuations also pull the extreme eigenvalue into a band tail. The scheme is meant for cells that resolve the phonon average before this happens.

**Degenerate edges.** The second-order shift becomes a matrix, whose eigenvalues are not linear in $yy^T$. Its trace is linear, so the argument above applies to the mean of the split levels. It does not apply to the outermost level, which sets the gap of each frozen configuration.

**Edge position.** The gap must be computed at the supercell wavevector onto which the undisplaced edge folds; here that is the zone centre. For odd $N$, an edge at the corner of the cubic zone folds onto the corner of the supercell's zone, which means antiperiodic boundary conditions for the electrons. Even $N$ folds it onto the zone centre, but then wavevectors other than zero are their own partners and need separate treatment.

**Slow electrons.** The frozen lattice neglects phonon energies in the denominators. Including them changes the Fan part at $N=31$ from −24.5 to −24.1 meV, with 20 meV broadening of the resonant denominators. With 5 meV broadening the result is −24.2 meV, so this small change depends on the broadening chosen.

**Polar coupling.** A long-range field has $|V_q|^2\propto q^{-2}$. With static denominators $\propto q^2$ the three-dimensional sum behaves as $\int dq/q^2$, which diverges as $N$. Phonon energies must then be kept. With $\Delta\kappa=1/\varepsilon_\infty-1/\varepsilon_0$, vacuum permittivity $\epsilon_v$, volume $V$ and $|V_q|^2=\hbar\omega e^2\Delta\kappa/(2\epsilon_vVq^2)$, the zero-temperature shift of one carrier is
$$-\sum_{\mathbf q}\frac{|V_q|^2}{\hbar\omega+\hbar^2q^2/2m}=-\frac{\hbar\omega e^2\Delta\kappa}{4\pi^2\epsilon_v}\int_0^\infty\!\frac{dq}{\hbar\omega+\hbar^2q^2/2m}=-\alpha\hbar\omega .$$
The integral is $\pi/2$ divided by $\sqrt{\hbar\omega\,\hbar^2/2m}$, so $\alpha=\Delta\kappa\sqrt{{\rm Ry}\,(m/m_e)/\hbar\omega}$, with Ry the Rydberg energy.

## Comparison with SnO₂

The gap, electron mass, cell volume per formula unit and total mass are roughly those of SnO₂, a transparent oxide used in sensors and thin-film channels. The real crystal is tetragonal, with six atoms per primitive cell; here two oxygens are lumped into one anion. The model's optical phonon, 42 meV, is well below the highest polar modes of the oxide. Its gap deformation potential,
$$\frac{dE_g}{d\ln V}=\tfrac13\big[-8\gamma d(w_c-w_v)+6\beta a(t_c+t_v)\big]=\tfrac13(-57.2+19.0)=-12.7\ \text{eV},$$
follows from the chosen parameters and was not fitted to the oxide. With a rough volume expansion of $1.2\times10^{-5}$ K⁻¹, constant over 300 K, thermal expansion adds −46 meV; real expansion weakens on cooling, so this is an overestimate for that coefficient. The real oxide also has long-range polar coupling, which the model omits. Rough permittivities of 4 and 12 give $\alpha=1.6$ and 3.2, and a zero-temperature polar shift of $-(1.56+3.24)\times42\approx-200$ meV, about twelve times the model's −17.1 meV at 0 K. The permittivities are rough and the model's phonon energy is below the highest polar modes of the oxide, so this is an order of magnitude. The −39.5 meV is therefore the second-order shift of a defined model, used here to test the algorithm, and does not predict the gap shift of SnO₂. The numerical output follows.

## Computed results

```
cell edge 0.33 nm, bond 0.2858 nm
masses: cation 120 u, anion 32 u
springs: unlike 400, like 200 eV/nm^2
hopping: conduction 1.3, valence 0.3 eV
on-site strength: c 3.0, v -2.0 eV
decay: on-site 5.0, hopping 6.0 1/nm
static gap 3.6 eV, temperature 300 K
edge masses: c 0.269, v 1.166 m_e
zone-centre optical phonon 42.01 meV
second-order gap shift and sign errors, meV:
N=3: thermal -33.798, special-cell gap shift -33.138
  rms sign error: special 0.6258, random 3.919; aligned -18.09
N=5: thermal -36.810, special-cell gap shift -36.789
  rms sign error: special 0.3155, random 2.379; aligned -28.54
N=7: thermal -37.703, special-cell gap shift -37.930
  rms sign error: special 0.2253, random 1.577; aligned -32.93
N=9: thermal -38.144, special-cell gap shift -38.450
  rms sign error: special 0.1041, random 1.109; aligned -34.94
N=11: thermal -38.411, special-cell gap shift -38.572
  rms sign error: special 0.0716, random 0.838; aligned -37.04
N=15: thermal -38.721, special-cell gap shift -38.929
  rms sign error: special 0.0103, random 0.535; aligned -39.15
descriptor rms: N=3 9.50e-02, N=15 6.03e-04 (no unit)
N=15 gap shift with aligned signs -78.84 meV
N=15 rms anion displacement per axis 0.00561 nm
N=5 second-order shift: formula -36.762, frozen cell -36.762 meV
N=7 sampled thermal shift -37.874 +- 0.010 meV (60 pairs)
N=7 part beyond second order -0.170 meV
N=7 rms odd part of one Gaussian cell 0.319 meV
second-order shift: N=31 -39.150, N=45 -39.273 meV
extrapolated second-order shift -39.545 meV
1/N law at N=15: predicted -38.727 meV
N=15 grid error 0.824 meV
extrapolated thermal gap 3.56045 eV
N=31 second-order shift at 0 K: -17.097 meV
N=31 second-order shift at 400 K: -50.371 meV
Fan part, N=31: static -24.46, with phonon energies -24.05 meV
  (broadening used 20 meV)
gap deformation potential dEg/dlnV -12.72 eV
rough volume expansion 1.2e-05 1/K gives -45.8 meV
rough permittivities: fast 4.0, static 12.0
polar coupling alpha: c 1.56, v 3.24
weak-coupling polar gap shift at 0 K -201 meV
```
